**Gilbert damping from pumped energy: numerical tests**

The program tests the damping tensor α_ij = γħ/(4πM_sV) Re Tr[∂_iS ∂_jS†], where S(m) is the frozen scattering matrix, m the magnetization direction, M_sV the total moment and γ the gyromagnetic ratio. For a three-site magnetic chain with spin-orbit hopping it solves the Floquet scattering problem and asserts that the energy current approaches (ħ/4π)⟨Tr ṠṠ†⟩ at low frequency; the ratio extrapolated to zero frequency is 0.999993. It also asserts agreement within 1% at one finite temperature, where the ratio is 1.0019. The tensor is asserted to equal the torque-correlation form, to be anisotropic with spin-orbit coupling at the tested direction, and to be isotropic without it. Along an integrated macrospin trajectory, the magnetic energy lost and the energy pumped are asserted to agree within 0.01%. For a 2 nm free-electron film, closed slab amplitudes are compared with numerical derivatives of S at each wave number and after integration, which gives α = 0.0170. The last assertion is that the film's G_s per area, where G_s = ½Tr|S↑−S↓|², changes by less than 4% between 32 and 64 nm; the output shows a change of 1.8%.

## Program and output

```python
"""Gilbert damping from the energy pumped by a moving magnetization.

Result under test: electrons with frozen scattering matrix S(m) carry away
    P = hbar/(4 pi) < Tr[ dS/dt dS^dagger/dt ] >     (cycle average, T = 0),
and the damping tensor of a magnet of moment Ms*V and direction m is
    alpha_ij = gamma hbar/(4 pi Ms V) Re Tr[ d_i S  d_j S^dagger ].
At finite temperature P is averaged over energy with weight -df/dE.
Chain model: hbar = 1, energies in units of the lead hopping t.
Film model: free electrons, energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import expm

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2 = np.eye(2)

# ---------- three-site magnetic chain between two leads ----------
exchange, spin_orbit, fermi = 0.6, 0.5, -0.5
site_energy = np.array([0.3, 0.0, -0.2])
contact = np.array([0, 1, 4, 5])          # orbitals touching the leads
spin_ops = exchange * np.array([np.kron(np.eye(3), s) for s in pauli])


def chain_core(angle):
    """Non-magnetic part of the chain; hopping rotates spin about y."""
    h = np.kron(np.diag(site_energy), one2).astype(complex)
    hop = -(np.cos(angle) * one2 + 1j * np.sin(angle) * pauli[1])
    for i in (0, 1):
        a, b = slice(2 * i, 2 * i + 2), slice(2 * i + 2, 2 * i + 4)
        h[a, b] = hop
        h[b, a] = hop.conj().T
    return h


core_so, core_plain = chain_core(spin_orbit), chain_core(0.0)


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def self_energy(energy):
    return (energy - 1j * np.sqrt(4 - energy**2)) / 2


def frozen_green(m, energy, core):
    h = core + np.tensordot(unit(m), spin_ops, axes=1)
    sigma = np.zeros(6, dtype=complex)
    sigma[contact] = self_energy(energy)
    return np.linalg.inv(energy * np.eye(6) - h - np.diag(sigma))


def frozen_s(m, energy=fermi, core=core_so):
    g = frozen_green(m, energy, core)[..., contact[:, None], contact]
    return -np.eye(4) + 1j * np.sqrt(4 - energy**2) * g


def trace_tensor(m, energy=fermi, core=core_so):
    """Re Tr[d_i S d_j S^dagger]; m is renormalized, so d_i is tangential."""
    h = 1e-4
    m = np.asarray(m, dtype=float)
    d = np.array([(frozen_s(m + h * e, energy, core)
                   - frozen_s(m - h * e, energy, core)) / (2 * h)
                  for e in np.eye(3)])
    return np.einsum('i...ab,j...ab->...ij', d, d.conj()).real


# ---------- exact Floquet scattering for a non-circular path ----------
nmax, nphase = 12, 64
orders = np.arange(-nmax, nmax + 1)
phases = 2 * np.pi * np.arange(nphase) / nphase


def path(phi):
    return unit(np.stack([0.3 + 0.6 * np.cos(phi), 0.4 * np.sin(phi),
                          0.8 + 0 * phi], axis=-1))


h_time = core_so + np.tensordot(path(phases), spin_ops, axes=1)
h_harm = np.fft.ifft(h_time, axis=0)
h_floquet = np.block([[h_harm[(n - k) % nphase] for k in orders]
                      for n in orders])


def sideband_weights(energy, omega):
    """Total weight scattered from energy to energy + n*omega, for each n."""
    levels = energy + orders * omega
    diag = np.repeat(levels, 6).astype(complex)
    for j, level in enumerate(levels):
        diag[6 * j + contact] -= self_energy(level)
    source = np.zeros((6 * len(orders), 4), dtype=complex)
    source[6 * nmax + contact, np.arange(4)] = 1
    g = np.linalg.solve(np.diag(diag) - h_floquet, source)
    g = g.reshape(len(orders), 6, 4)[:, contact, :]
    widths = np.sqrt(4 - levels**2)
    amp = 1j * np.sqrt(widths * widths[nmax])[:, None, None] * g
    amp[nmax] -= np.eye(4)
    return np.sum(abs(amp)**2, axis=(1, 2))


def exact_power(omega, nodes, weights, occupation):
    total = 0.0
    for energy, weight in zip(nodes, weights):
        out = energy + orders * omega
        moved = occupation(energy) - occupation(out)
        total += weight * np.sum((out - fermi) * moved
                                 * sideband_weights(energy, omega))
    return total / (2 * np.pi)


def frozen_power(omega, energy=fermi):
    h = 1e-4
    velocity = omega * (path(phases + h) - path(phases - h)) / (2 * h)
    tens = trace_tensor(path(phases), energy)
    return np.mean(np.einsum('ti,tij,tj->t', velocity, tens,
                             velocity)) / (4 * np.pi)


w_test = 0.02
sum_in = sideband_weights(fermi, w_test).sum()
sum_out = sum(sideband_weights(fermi - n * w_test, w_test)[j]
              for j, n in enumerate(orders))
assert abs(sum_in - 4) < 1e-6 and abs(sum_out - 4) < 1e-6

print("CHAIN MODEL (energies in t, hbar = 1)")
print(f"exchange {exchange} t, spin-orbit angle {spin_orbit} rad, "
      f"Fermi energy {fermi} t")
print("site energies (t):", site_energy)
print(f"sum of weights, fixed incoming energy: {sum_in:.8f}")
print(f"sum of weights, fixed outgoing energy: {sum_out:.8f}")

gx, gw = np.polynomial.legendre.leggauss(3)
ratios = []
for omega in (0.02, 0.01, 0.005):
    cells = np.arange(-nmax, nmax)[:, None]
    nodes = (fermi + omega * (cells + (gx + 1) / 2)).ravel()
    weights = np.tile(gw * omega / 2, 2 * nmax)
    exact = exact_power(omega, nodes, weights,
                        lambda e: np.where(e < fermi, 1.0, 0.0))
    formula = frozen_power(omega)
    ratios.append(exact / formula)
    print(f"omega {omega:.3f} t: Floquet power {exact:.6e} t^2, "
          f"formula {formula:.6e} t^2, ratio {ratios[-1]:.6f}")
extrapolated = 2 * ratios[2] - ratios[1]
print(f"ratio extrapolated to zero frequency: {extrapolated:.6f}")
assert abs(ratios[2] - 1) < 0.02
assert abs(extrapolated - 1) < 1e-3

# finite temperature
kt, omega = 0.05, 0.005
grid = fermi + kt * np.linspace(-20, 20, 201)
step = np.full(grid.size, grid[1] - grid[0])


def fermi_function(e):
    return 0.5 * (1 - np.tanh((e - fermi) / (2 * kt)))


exact_t = exact_power(omega, grid, step, fermi_function)
minus_df = fermi_function(grid) * (1 - fermi_function(grid)) / kt
formula_t = sum(s * w * frozen_power(omega, e)
                for s, w, e in zip(step, minus_df, grid))
print(f"kT {kt} t, omega {omega} t: Floquet power {exact_t:.6e} t^2, "
      f"formula {formula_t:.6e} t^2")
print(f"ratio at finite temperature: {exact_t / formula_t:.6f}")
assert abs(exact_t / formula_t - 1) < 0.01

# ---------- tensor: torque correlation, anisotropy, isotropic limit ----------
m0 = unit([0.5, 0.3, 0.8])
tens_so = trace_tensor(m0)
green = frozen_green(m0, fermi, core_so)
spectral = 1j * (green - green.conj().T) / (2 * np.pi)
tangent = np.eye(3) - np.outer(m0, m0)
dh = np.tensordot(tangent, spin_ops, axes=1)
correlation = np.array([[np.trace(a @ spectral @ b @ spectral).real
                         for b in dh] for a in dh])
mismatch = np.max(abs(tens_so / (4 * np.pi) - np.pi * correlation))
assert mismatch < 1e-6
eig_so = np.linalg.eigvalsh(tens_so)
eig_other = np.linalg.eigvalsh(trace_tensor([0.0, 1.0, 0.0]))
tens_plain = trace_tensor(m0, core=core_plain)
s_z = frozen_s([0.0, 0.0, 1.0], core=core_plain)
s_up, s_down = s_z[::2, ::2], s_z[1::2, 1::2]
mixing = 0.5 * np.sum(abs(s_up - s_down)**2)
mixing_alt = (2 - np.trace(s_up @ s_down.conj().T)).real
assert np.allclose(tens_plain, mixing * tangent, atol=1e-6)
assert abs(mixing - mixing_alt) < 1e-10
assert eig_so[2] - eig_so[1] > 1e-3
print("test direction m:", np.round(m0, 4))
print(f"largest mismatch with torque correlation: {mismatch:.1e}")
print("Tr tensor, tangential eigenvalues at m:", np.round(eig_so[1:], 5))
print("same for m along y:", np.round(eig_other[1:], 5))
print("same at m without spin-orbit:",
      np.round(np.linalg.eigvalsh(tens_plain)[1:], 5))
print(f"half Tr|S_up - S_down|^2 without spin-orbit: {mixing:.5f}")

# ---------- macrospin: magnetic energy lost against energy pumped ----------
spin_length, larmor = 5.0, 0.01           # Ms V/gamma in hbar, gamma B in t
field_axis = np.array([0.0, 0.0, 1.0])


def llg(_, m):
    m = unit(m)
    alpha = trace_tensor(m) / (4 * np.pi * spin_length)
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - cross @ alpha,
                           -larmor * np.cross(m, field_axis))


t_end = 4 * 2 * np.pi / larmor
times = np.linspace(0, t_end, 4001)
run = solve_ivp(llg, (0, t_end), unit([1.0, 0.0, 0.3]), method='DOP853',
                t_eval=times, rtol=1e-8, atol=1e-10)
assert run.success
track = run.y.T
lost = spin_length * larmor * (track[-1] - track[0]) @ field_axis
s_track = frozen_s(track)
pumped = np.sum(abs(np.diff(s_track, axis=0))**2) / (times[1] * 4 * np.pi)
print(f"macrospin: Ms V/gamma {spin_length} hbar, gamma B {larmor} t, "
      "4 Larmor periods")
print("its damping eigenvalues at m:",
      np.round(eig_so[1:] / (4 * np.pi * spin_length), 5))
print(f"m_z start {track[0, 2]:.5f}, end {track[-1, 2]:.5f}")
print(f"magnetic energy lost {lost:.7f} t, energy pumped {pumped:.7f} t")
assert lost > 0 and abs(pumped / lost - 1) < 1e-4

# ---------- worked example: ballistic ferromagnetic film ----------
e_film, v_up, v_down, thickness = 5.0, -1.0, 2.0, 2.0
ms, g_factor, freq, cone = 1.0e6, 2.0, 10e9, np.radians(10)
kin = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
k_fermi = np.sqrt(e_film / kin)
mu_b = const.physical_constants['Bohr magneton'][0]
gamma = g_factor * mu_b / const.hbar


def film_nodes(x, w):
    """Normal wave numbers u and weights for the integral of u du.

    x, w: a quadrature rule on (0, 1).  The range is split where minority
    electrons start to propagate in the film; above that point the wave
    number inside the film is the variable, which resolves resonances.
    """
    u_c = np.sqrt(v_down / kin)
    q_top = np.sqrt(k_fermi**2 - u_c**2)
    u = np.concatenate([u_c * x, np.sqrt(u_c**2 + (q_top * x)**2)])
    return u, np.concatenate([u_c**2 * x * w, q_top**2 * x * w])


def slab(u, v, d):
    """Reflection and transmission of a slab; u = normal wave number."""
    q = np.sqrt(u**2 - v / kin + 0j)
    den = np.cos(q * d) - 0.5j * (u / q + q / u) * np.sin(q * d)
    return 0.5j * (q / u - u / q) * np.sin(q * d) / den, 1 / den


def mixing_density(u, d):
    """Half Tr|S_up - S_down|^2 at one normal wave number."""
    (r1, t1), (r2, t2) = slab(u, v_up, d), slab(u, v_down, d)
    return abs(r1 - r2)**2 + abs(t1 - t2)**2


def mixing_per_area(d, points=40000):
    x = (np.arange(points) + 0.5) / points
    u, w = film_nodes(x, np.full(points, 1 / points))
    return np.sum(w * mixing_density(u, d)) / (2 * np.pi)


def film_s(m, u, d, slices=8):
    """S for any direction m: (psi, psi') matched slice by slice."""
    pot = (v_up + v_down) / 2 * one2 + (v_up - v_down) / 2 * np.tensordot(
        unit(m), pauli, axes=1)
    prop = expm(d / slices * np.block(
        [[0 * one2, one2], [pot / kin - u**2 * one2, 0 * one2]]))
    size = 4 * slices
    system = np.zeros((size + 4, size + 4), dtype=complex)
    system[:size, :size] = -np.kron(np.eye(slices), prop)
    system[:size, 4:] += np.eye(size)
    system[size:size + 2, :4] = np.hstack([1j * u * one2, one2])
    system[size + 2:, size:] = np.hstack([1j * u * one2, -one2])
    incoming = np.zeros((size + 4, 4), dtype=complex)
    incoming[size:] = 2j * u * np.eye(4)
    psi = np.linalg.solve(system, incoming)
    return np.vstack([psi[:2], psi[size:size + 2]]) - np.eye(4)


tan1 = unit(np.cross(m0, [0.0, 0.0, 1.0]))
tan2 = np.cross(m0, tan1)
gl_x, gl_w = np.polynomial.legendre.leggauss(160)
u_nodes, u_weights = film_nodes((gl_x + 1) / 2, gl_w / 2)
assert abs(u_weights.sum() / (k_fermi**2 / 2) - 1) < 1e-10
from_ds = np.zeros((len(u_nodes), 2))
for i, u in enumerate(u_nodes):
    for j, tan in enumerate((tan1, tan2)):
        ds = (film_s(m0 + 1e-4 * tan, u, thickness)
              - film_s(m0 - 1e-4 * tan, u, thickness)) / 2e-4
        from_ds[i, j] = np.sum(abs(ds)**2)
direct = u_weights @ from_ds / (2 * np.pi)
point_error = np.max(abs(from_ds
                         - mixing_density(u_nodes, thickness)[:, None]))
g_area = mixing_per_area(thickness)


def film_alpha(d, conductance):
    return gamma * const.hbar * conductance * 1e18 / (
        4 * np.pi * ms * d * 1e-9)


alpha = film_alpha(thickness, g_area)
omega_si = 2 * np.pi * freq
power = (ms * thickness * 1e-9 / gamma) * alpha * (
    omega_si * np.sin(cone))**2
print("FILM MODEL")
print(f"E_F {e_film} eV, V_up {v_up} eV, V_down {v_down} eV, "
      f"thickness {thickness} nm")
print(f"Ms {ms:.1e} A/m, g {g_factor}, gamma {gamma:.5e} rad/(s T)")
print(f"Fermi wave number: {k_fermi:.4f} nm^-1")
print(f"orbital channels per area, both leads: "
      f"{2 * k_fermi**2 / (4 * np.pi):.4f} nm^-2")
print(f"G_s per area, slab formula: {g_area:.5f} nm^-2")
print(f"G_s per area, from dS/dm in two directions: {direct[0]:.5f}, "
      f"{direct[1]:.5f} nm^-2")
print(f"largest mismatch at a single wave number: {point_error:.1e}")
assert point_error < 1e-5
assert np.allclose(direct, g_area, rtol=1e-4)
print(f"Gilbert damping alpha: {alpha:.5f}")
print(f"frequency {freq / 1e9:.0f} GHz, cone {np.degrees(cone):.0f} deg, "
      f"hbar omega {const.hbar * omega_si / const.e * 1e6:.2f} micro-eV")
print(f"pumped power per area: {power:.4e} W/m^2")
thick_g = {}
for d in (2.0, 4.0, 8.0, 32.0, 64.0):
    thick_g[d] = mixing_per_area(d)
    print(f"thickness {d:4.0f} nm: G_s {thick_g[d]:.4f} nm^-2, "
          f"alpha {film_alpha(d, thick_g[d]):.6f}")
assert abs(thick_g[64.0] / thick_g[32.0] - 1) < 0.04

print("every check passed")
```

Printed output:

```
CHAIN MODEL (energies in t, hbar = 1)
exchange 0.6 t, spin-orbit angle 0.5 rad, Fermi energy -0.5 t
site energies (t): [ 0.3  0.  -0.2]
sum of weights, fixed incoming energy: 4.00000000
sum of weights, fixed outgoing energy: 4.00000000
omega 0.020 t: Floquet power 1.638341e-05 t^2, formula 1.626247e-05 t^2, ratio 1.007437
omega 0.010 t: Floquet power 4.080677e-06 t^2, formula 4.065616e-06 t^2, ratio 1.003704
omega 0.005 t: Floquet power 1.018283e-06 t^2, formula 1.016404e-06 t^2, ratio 1.001849
ratio extrapolated to zero frequency: 0.999993
kT 0.05 t, omega 0.005 t: Floquet power 1.020755e-06 t^2, formula 1.018861e-06 t^2
ratio at finite temperature: 1.001858
test direction m: [0.5051 0.303  0.8081]
largest mismatch with torque correlation: 1.5e-09
Tr tensor, tangential eigenvalues at m: [1.49675 2.62584]
same for m along y: [2.67477 2.67477]
same at m without spin-orbit: [2.62723 2.62723]
half Tr|S_up - S_down|^2 without spin-orbit: 2.62723
macrospin: Ms V/gamma 5.0 hbar, gamma B 0.01 t, 4 Larmor periods
its damping eigenvalues at m: [0.02382 0.04179]
m_z start 0.28735, end 0.84641
magnetic energy lost 0.0279533 t, energy pumped 0.0279532 t
FILM MODEL
E_F 5.0 eV, V_up -1.0 eV, V_down 2.0 eV, thickness 2.0 nm
Ms 1.0e+06 A/m, g 2.0, gamma 1.75882e+11 rad/(s T)
Fermi wave number: 11.4558 nm^-1
orbital channels per area, both leads: 20.8866 nm^-2
G_s per area, slab formula: 23.07994 nm^-2
G_s per area, from dS/dm in two directions: 23.07994, 23.07994 nm^-2
largest mismatch at a single wave number: 4.0e-08
Gilbert damping alpha: 0.01703
frequency 10 GHz, cone 10 deg, hbar omega 41.36 micro-eV
pumped power per area: 2.3057e+04 W/m^2
thickness    2 nm: G_s 23.0799 nm^-2, alpha 0.017033
thickness    4 nm: G_s 22.6927 nm^-2, alpha 0.008374
thickness    8 nm: G_s 19.5131 nm^-2, alpha 0.003600
thickness   32 nm: G_s 20.2515 nm^-2, alpha 0.000934
thickness   64 nm: G_s 20.6074 nm^-2, alpha 0.000475
every check passed
```
